# The localised mode of a light impurity in a chain

## The problem

An infinite chain of atoms has equal masses $M$ and nearest-neighbour springs of constant $K$. Each atom moves along one coordinate, and the forces are harmonic. One atom, at site $n=0$, is replaced by an impurity of mass $\mu M$. The springs are unchanged.

A bound, or localised, mode is a vibration at one frequency whose amplitude falls to zero far from the impurity on both sides.

(a) Does an impurity with $\mu=1/2$ bind a mode, and at what frequency relative to the maximum host frequency?

(b) Answer the same question for $\mu=3/2$.

(c) How does each impurity scatter the waves that travel along the chain?

## A tempting solution

Let $u_n$ be the displacement amplitude at site $n$, with time factor $e^{-i\omega t}$. Newton's law for an atom of mass $m_n$ reads

$$m_n\omega^2u_n=K(2u_n-u_{n+1}-u_{n-1}).\tag{1}$$

Define the dimensionless squared frequency $w=M\omega^2/K$. In the pure chain, a plane wave $u_n=e^{i\theta n}$ gives

$$w=2-2\cos\theta=4\sin^2(\theta/2).$$

The host band therefore ends at $w=4$, which is $\omega_m=2\sqrt{K/M}$. With $x=\omega/\omega_m$ we have $w=4x^2$.

For a mode centred on the impurity, try $u_n=u_0z^{|n|}$. Equation (1) at a host site and at the impurity gives

$$w=2-z-\frac1z,\qquad \mu w=2-2z.\tag{2}$$

The second equation gives $z=1-\mu w/2$. Multiply the first by $z$:

$$wz=2z-z^2-1=-(1-z)^2.$$

Now insert $z$ on the left and $1-z=\mu w/2$ on the right:

$$w\left(1-\frac{\mu w}{2}\right)=-\frac{\mu^2w^2}{4}.$$

The root $w=0$ is a uniform shift of the chain. Dividing by $w$ for the other root gives

$$1=\frac{\mu w}{2}-\frac{\mu^2w}{4}=\frac{\mu(2-\mu)}{4}\,w,$$

and hence

$$x^2=\frac w4=\frac1{\mu(2-\mu)}.\tag{3}$$

For $\mu=1/2$ this is $x^2=4/3$, so $x=1.155$. For $\mu=3/2$ the product $\mu(2-\mu)$ is again $3/4$. The tempting conclusion is that both impurities bind a mode at $1.155\,\omega_m$.

## Where it fails

The algebra is correct, but $z$ was eliminated and never examined. Putting (3) back into $z=1-\mu w/2$ gives

$$z=1-\frac{2}{2-\mu}=-\frac{\mu}{2-\mu}.\tag{4}$$

For $\mu=1/2$, $z=-1/3$ and the amplitude falls by a factor of three per site. For $\mu=3/2$, $z=-3$ and it grows by a factor of three per site. The second pattern satisfies every equation of motion, but it violates the condition that makes a mode bound. The answer to (a) survives, while the answer to (b) is wrong.

There is also a direct argument against (b). Multiply (1) by $u_n^*$ and sum over all sites. For a decaying pattern the terms on the right can be regrouped by springs:

$$\omega^2\sum_n m_n|u_n|^2=K\sum_n|u_{n+1}-u_n|^2.\tag{5}$$

Since $|a-b|^2\le2|a|^2+2|b|^2$, and each atom belongs to two springs, the right side is at most $4K\sum_n|u_n|^2$. If no atom is lighter than $M$, the left side is at least $\omega^2M\sum_n|u_n|^2$. Therefore $\omega^2\le4K/M=\omega_m^2$, and a heavy impurity cannot hold a mode above the band. As a numerical check, a chain of 401 atoms with fixed ends and a central impurity of $\mu=3/2$ has its highest frequency at $0.99997\,\omega_m$, just inside the band.

## The right solution

The trial form $u_0z^{|n|}$ should also be justified, since another kind of bound mode might have been missed.

**Possible frequencies.** Both sums in (5) are real and non-negative, so $\omega^2$ is real and $w\ge0$. On the right half of the chain, the host equations for $n\ge1$ are a recurrence with constant coefficients. Its solutions are built from $z^n$ and $z^{-n}$, where

$$z+\frac1z=2-w.$$

If $0<w<4$, then $z=e^{\pm i\theta}$ has modulus one and nothing decays. At $w=0$ and $w=4$ the two roots coincide at $z=1$ and $z=-1$. The solutions are then $(A+Bn)z^n$, which do not decay either. A bound mode needs $w>4$. Then $z+1/z<-2$, so both roots are real and negative. Their product is one, so one of them can be written

$$z=-q,\qquad 0<q<1.$$

**Shape.** The recurrence for $n\ge1$ involves $u_0$, so its decaying solution is $u_n=u_0(-q)^n$ for all $n\ge0$. The left half has the same equations and the same $q$. Every bound mode therefore has the form

$$u_n=u_0(-q)^{|n|}.$$

If $u_0=0$, the whole pattern vanishes, so there is no separate antisymmetric bound mode.

**Matching at the impurity.** With $z=-q$, equations (2) become

$$w=2+q+\frac1q=\frac{(1+q)^2}{q},\qquad \mu w=2(1+q).$$

Insert the first into the second and divide by $1+q$, which is not zero:

$$\mu\,\frac{1+q}{q}=2\quad\Longrightarrow\quad q=\frac{\mu}{2-\mu}.\tag{6}$$

The requirement $0<q<1$ first needs $\mu<2$, and then $\mu<2-\mu$, which is $\mu<1$. Each lighter impurity thus binds one mode, and an equal or heavier one binds none. With $1+q=2/(2-\mu)$, the impurity equation gives

$$\frac{\omega_L}{\omega_m}=\sqrt{\frac w4}=\frac{1}{\sqrt{\mu(2-\mu)}}=\frac1{\sqrt{1-\varepsilon^2}},\qquad \varepsilon=1-\mu>0.\tag{7}$$

The answer to (a) is yes, at $\omega_L=2\omega_m/\sqrt3=1.155\,\omega_m$, with $q=1/3$. The answer to (b) is no.

**Why the frequency lies above the band.** If the neighbours were held still, the impurity would obey $\mu M\omega^2=2K$. For half mass this gives $\omega^2=4K/M$, just the band edge. In the bound mode the neighbours move against the impurity with relative amplitude $q$. This stretches the springs further and multiplies the restoring force by $1+q=4/3$, which is the factor by which $\omega_L^2$ exceeds $\omega_m^2$.

**Two limits.** For a very light impurity, $q\approx\mu/2$ and $\omega_L^2\approx2K/(\mu M)$: the atom rattles between almost fixed neighbours. For a slight mass defect, $q\approx1-2\varepsilon$ and $\omega_L\approx\omega_m(1+\varepsilon^2/2)$. The mode then lies very close to the band and extends over roughly $1/(2\varepsilon)$ sites on each side.

**Energy share.** All atoms reach their greatest speed together, so the kinetic energies are in the ratio of $m_nu_n^2$. In units of $Mu_0^2$, the impurity contributes $\mu=2q/(1+q)$, and the host atoms contribute

$$2\sum_{n=1}^\infty q^{2n}=\frac{2q^2}{1-q^2}.$$

The total is

$$\frac{2q(1-q)+2q^2}{1-q^2}=\frac{2q}{1-q^2}.$$

The impurity's share is therefore

$$\frac{2q}{1+q}\cdot\frac{1-q^2}{2q}=1-q,$$

or two thirds for half mass.

## Scattering of the host waves

Let a wave with $0<\theta<\pi$ arrive from the left:

$$u_n=e^{i\theta n}+re^{-i\theta n}\ (n\le0),\qquad u_n=te^{i\theta n}\ (n\ge0).$$

Agreement at $n=0$ requires $1+r=t$. The left neighbour then has

$$u_{-1}=e^{-i\theta}+(t-1)e^{i\theta}=te^{i\theta}-2i\sin\theta.$$

The impurity equation becomes

$$\mu wt=2t-2te^{i\theta}+2i\sin\theta.$$

Since $2-2e^{i\theta}=w-2i\sin\theta$, this is

$$t\,(2i\sin\theta-\varepsilon w)=2i\sin\theta.$$

Divide by $2i\sin\theta$ and use $w/(2\sin\theta)=(1-\cos\theta)/\sin\theta=\tan(\theta/2)$:

$$t=\frac{1}{1+i\varepsilon\tan(\theta/2)},\qquad |t|^2=\frac{1}{1+\varepsilon^2x^2/(1-x^2)}.\tag{8}$$

The last form uses $x=\sin(\theta/2)$. The transmitted fraction of the energy is $|t|^2$, because the chain is the same on both sides.

This fraction is even in $\varepsilon$. Impurities with $\mu=1/2$ and $\mu=3/2$ transmit equally at every frequency, although only the light one binds a mode. The sign of $\varepsilon$ appears in the phase of $t$.

For either impurity, $|t|^2=0.923$ at $x=0.5$ and $0.484$ at $x=0.9$. Long waves pass almost freely, with a reflected fraction close to $\varepsilon^2x^2$. At the band top the transmission falls to zero.

The bound mode is also contained in $t$. Writing $z=e^{i\theta}$ gives $i\tan(\theta/2)=(z-1)/(z+1)$, so the denominator of $t$ vanishes when

$$z+1+\varepsilon(z-1)=0,\qquad z=-\frac{1-\varepsilon}{1+\varepsilon}=-\frac{\mu}{2-\mu}.$$

This is (4) again. At such a pole there is an outgoing pattern without an incoming wave. It is a bound mode if $|z|<1$, which requires $\varepsilon>0$.

## When the impurity springs change

A foreign atom can change the bonds as well as the mass. Let the two springs touching the impurity be $\kappa K$. The bound mode is lost when it reaches the band edge, where $w=4$ and the host pattern no longer decays, so $u_2=-u_1$. The mode is symmetric, $u_{-1}=u_1$. The equations at sites 1 and 0 are then

$$4u_1=2u_1+\kappa(u_1-u_0),\qquad 4\mu u_0=2\kappa(u_0-u_1).$$

They rearrange to $\kappa u_0=(\kappa-2)u_1$ and $\kappa u_1=(\kappa-2\mu)u_0$. Multiplying them and cancelling $u_0u_1$ gives

$$\kappa^2=(\kappa-2)(\kappa-2\mu)\quad\Longrightarrow\quad\kappa_c=\frac{2\mu}{1+\mu}.\tag{9}$$

For half mass $\kappa_c=2/3$. Softening both springs by a third removes the mode despite the light mass. The same threshold applies to a heavy impurity, which binds a mode once $\kappa>\kappa_c$, that is above $1.2$ for $\mu=3/2$. For $\kappa>2$ a second, antisymmetric mode with $u_0=0$ also leaves the band, since the site-1 equation at the edge then reads $4=2+\kappa$.

## Three dimensions

For a mass defect with unchanged springs in a lattice with one atom per cell and one displacement component, move the mass change to the right-hand side. The host equation then has a source $\varepsilon M\omega^2u_0$ at the impurity. Expanding in host waves and evaluating at the impurity gives, after division by $u_0$,

$$1=\varepsilon x^2\left\langle\frac1{x^2-s}\right\rangle.\tag{10}$$

Here $s$ is the squared host frequency divided by its maximum, and the brackets average over all host waves.

In the chain $s=\sin^2(\theta/2)$, so $x^2-s=(x^2-\tfrac12)+\tfrac12\cos\theta$. The average of $1/(A+B\cos\theta)$ for $A>|B|$ is $1/\sqrt{A^2-B^2}$, and here $A^2-B^2=x^2(x^2-1)$. Equation (10) becomes $\sqrt{x^2-1}=\varepsilon x$. It has a solution above the band only for $\varepsilon>0$; squaring it gives (7) but hides that sign.

In the chain the average diverges as $x\to1$, so any positive $\varepsilon$ suffices. In a simple cubic lattice with $s=\tfrac13\sum_i\sin^2(\theta_i/2)$ it stays finite, and numerical evaluation gives a threshold $\varepsilon=0.330$. A half-mass impurity exceeds this threshold, but its mode lies at $1.075\,\omega_m$ instead of $1.155\,\omega_m$. Both numbers belong to this lattice and not to three dimensions as such, because they depend on how the host frequencies crowd near the band top. In a scalar face-centred cubic lattice the top is reached along whole lines of wave vectors, the average grows without bound as $x\to1$, and the half-mass mode lies at $1.26\,\omega_m$, above the chain value.

## Numbers in the regime of silicon

Take the atomic mass of silicon, $28.085$ u, and set the top frequency to $15.5$ THz and the atom spacing to $0.235$ nm. These two are model inputs of roughly silicon's size. The digits below follow from them and do not express an accuracy for real silicon. The spring constant that gives this band top is

$$K=\frac{M\omega_m^2}{4}=\frac{(28.085\ \mathrm{u})(2\pi\times15.5\ \mathrm{THz})^2}{4}=110.6\ \mathrm{N/m}.$$

The half-mass impurity then has

$$f_L=1.1547\times15.5\ \mathrm{THz}=17.90\ \mathrm{THz},$$

or a quantum of $74.0$ meV, with a gap of $2.40$ THz above the band. The amplitude decay length is $0.235\ \mathrm{nm}/\ln3=0.214$ nm, slightly less than one spacing. At a chip temperature of 358 K the mean occupation is

$$\frac{1}{e^{hf_L/k_BT}-1}=0.100,$$

so the mode is mostly in its ground state.

The neglected effects can be compared with the chain value of $17.90$ THz. The mass ratio is kept at one half throughout, and the host top frequency is kept at $15.5$ THz in the first two items:

- Impurity springs 20% softer give $16.30$ THz, a change of $-8.9\%$; springs 20% stiffer give $19.45$ THz, or $+8.7\%$.
- The scalar simple cubic lattice gives $16.66$ THz, or $-6.9\%$. This is not an estimate for silicon's lattice: a diamond lattice with Keating bond-stretching and bond-bending constants of 48.5 and 13.8 N/m changes the half-mass ratio by only $-0.4\%$, and by $+1.6\%$ if the bending constant is 5 N/m.
- Warming from 300 K to 358 K lowers the frequency by about $0.04$ THz, or $0.2\%$, if the mode softens at the rough rate of $0.0007$ THz/K taken for the host.

Nitrogen has $0.499$ of silicon's mass, so it nearly matches the example in mass. Its bonding in silicon is different, however, and the unchanged springs are a poor assumption for it. Carbon, with a mass ratio of $0.428$, forms four bonds as silicon does. The chain places its mode at $1.2195\times15.5\approx18.9$ THz, while the real mode lies at roughly 18 THz. This closeness does not validate the chain: the impurity springs are unknown, and at half mass a 20% change in them shifts the frequency by more than this difference. Real silicon also has two atoms per cell, three directions of motion and forces that resist bond bending. The ratio $1.155$ therefore belongs to the chain with unchanged springs, and is only a first estimate for a crystal. The numerical output follows below.

## Numbers as computed

```
host atomic mass (silicon): 28.085 u
impurity mass: 14.043 u
mass ratio mu: 0.500
mass defect eps: 0.500
top host frequency, rough input: 15.5 THz
atom spacing, rough input: 0.235 nm
spring constant K: 110.6 N/m
local frequency / top host frequency: 1.1547
same ratio from diagonalized chain: 1.1547
squared frequency ratio: 1.3333
local frequency: 17.90 THz
local quantum of energy: 74.0 meV
gap above the band: 2.40 THz
amplitude factor per site q: 0.3333
amplitude decay length: 0.214 nm
kinetic energy share of impurity: 0.6667
chip temperature: 358 K
mean occupation at chip temperature: 0.100
transmission at 0.5 of top frequency: 0.923
transmission at 0.9 of top frequency: 0.484
heavy impurity mu: 1.5
heavy impurity formal frequency ratio: 1.1547
heavy impurity growth factor per site: 3.00
top ratio, heavy impurity, 401 atoms: 0.99997
nitrogen/silicon mass ratio: 0.4987
chain frequency ratio for nitrogen mass: 1.1557
carbon/silicon mass ratio: 0.4277
chain frequency ratio for carbon mass: 1.2195
spring ratio below which mode is lost: 0.6667
frequency ratio, impurity springs x 0.8: 1.0515
  local frequency: 16.30 THz
  change: -8.9 %
frequency ratio, impurity springs x 1.2: 1.2546
  local frequency: 19.45 THz
  change: 8.7 %
frequency ratio, scalar cubic lattice: 1.0747
  local frequency: 16.66 THz
  change: -6.9 %
smallest eps that binds, cubic lattice: 0.330
reference temperature: 300 K
softening rate, rough input: 0.0007 THz/K
rough softening on warming: 0.04 THz
  relative to local frequency: 0.2 %
```
